Exponential screening length beneath a field plate on a depleted semiconductor layer

**Definitions and conventions**

A semiconductor layer of thickness t_s and permittivity ε_s lies beneath a dielectric of thickness t_d and permittivity ε_d. A metal field plate at potential V_P covers the dielectric. The coordinate x starts at the drain-side edge of the plate and runs into the covered region. The coordinate y points downward from the interface between the two materials. The plate is therefore at y = −t_d, the interface at y = 0 and the bottom of the layer at y = t_s. Nothing varies in the third direction.

The device is in its off state and the layer is fully depleted. Its charge is that of ionized donors, with uniform density qN, where q is the elementary charge. The interface carries no sheet charge, and the vertical field vanishes at the bottom of the layer. The last condition is a choice of model: it neglects any electric flux that passes into the support below the layer. It is therefore unsuitable for a layer on a thick insulating support, where the decay can be much longer.

The potential is φ(x, y), its interface value is φ_s(x) = φ(x, 0), and the edge value is φ_0 = φ_s(0). Subscripts x and y on φ denote partial derivatives, and a prime denotes d/dx. The field is E = −∇φ. The plate is much longer than the decay length to be found.

The result to be derived is that, to leading order for slow lateral variation, the interface potential relaxes exponentially with the length

λ0 = √(ε_s t_s t_d / ε_d).

**First derivation: flux balance in a thin layer**

Poisson's equation in the semiconductor is

ε_s (φ_xx + φ_yy) = −qN.

Integrate it over y from 0 to t_s. With the layer average

φ̄(x) = (1/t_s) ∫₀^{t_s} φ(x, y) dy,

the first term gives ε_s t_s φ̄'', because the limits do not depend on x. The second is a total derivative, so

ε_s t_s φ̄'' + ε_s [φ_y(x, t_s) − φ_y(x, 0⁺)] = −qN t_s.

This is still exact within the model. The bottom condition removes φ_y(x, t_s). Without interface charge the normal displacement is continuous:

ε_s φ_y(x, 0⁺) = ε_d φ_y(x, 0⁻).

The first approximation concerns the dielectric, where φ_xx + φ_yy = 0. If the potential varies slowly along x, φ_xx is small and φ is nearly linear in y. It rises from V_P at the plate to φ_s at the interface over the distance t_d, hence

φ_y(x, 0⁻) ≈ (φ_s − V_P)/t_d.

The integrated equation becomes

ε_s t_s φ̄'' − (ε_d/t_d)(φ_s − V_P) = −qN t_s.

The second approximation replaces φ̄'' by φ_s''. This requires the lateral curvature to be nearly the same at all depths, not the potential itself. Multiplying by t_d/ε_d then gives

(ε_s t_s t_d/ε_d) φ_s'' − (φ_s − V_P) = −qN t_s t_d/ε_d.

Define

φ_∞ = V_P + qN t_s t_d/ε_d.

Moving the constant terms to the right side leaves the screening equation

λ0² φ_s'' = φ_s − φ_∞,  λ0² = ε_s t_s t_d/ε_d.

Its general solution is φ_∞ + A exp(−x/λ0) + B exp(x/λ0). Under a long plate the potential must stay bounded, so B = 0. The edge value fixes A = φ_0 − φ_∞:

φ_s(x) = φ_∞ + (φ_0 − φ_∞) exp(−x/λ0).

The lateral field at the interface is

E_x = −φ_s' = [(φ_0 − φ_∞)/λ0] exp(−x/λ0).

It is positive when the edge lies above φ_∞, since the potential then falls in the direction of increasing x.

The length expresses a competition between two paths for electric flux. The product ε_s t_s measures how readily the layer carries flux sideways. The ratio ε_d/t_d is the capacitance per area to the plate, which drains that flux upward. Their quotient is λ0². A thicker dielectric weakens the plate's control and lengthens the decay; a thicker semiconductor offers more cross-section for lateral flux and does the same. The fixed charge shifts φ_∞ but does not enter λ0, because it does not respond to the potential.

**The first correction in the same picture**

The size of the neglected terms follows from one further step in each material. In the semiconductor, let φ_xx take its interface value φ_s'' at every depth. Then φ_yy = −(qN/ε_s + φ_s''). Two integrations, with φ_y = 0 at the bottom and φ = φ_s at the top, give

φ = φ_s + (qN/ε_s + φ_s'')(t_s y − y²/2).

The average of t_s y − y²/2 over the layer is t_s²/2 − t_s²/6 = t_s²/3. Differentiating the averaged potential twice removes the constant charge term:

φ̄'' = φ_s'' + (t_s²/3) φ_s''''.

In the dielectric, put u = y + t_d. The linear profile has lateral curvature φ_s'' u/t_d, so the next approximation satisfies φ_yy = −φ_s'' u/t_d. Integration gives

φ = V_P + c u − φ_s'' u³/(6t_d).

The condition φ = φ_s at u = t_d fixes c = (φ_s − V_P)/t_d + φ_s'' t_d/6. The slope at the interface is c − φ_s'' t_d/2, or

φ_y(x, 0⁻) = (φ_s − V_P)/t_d − φ_s'' t_d/3.

Insert both results into the flux balance and multiply by t_d/ε_d:

λ0² φ_s'' + λ0² (t_s²/3) φ_s'''' + (t_d²/3) φ_s'' = φ_s − φ_∞.

In the small second term the leading-order relation φ_s'''' = φ_s''/λ0² may be used. The equation keeps its form, with λ0² replaced by

λ1² = λ0² + (t_s² + t_d²)/3.

**Second derivation: the slowest transverse mode**

The second route makes no thin-layer assumption at the start. First find the solution far under the plate, which does not depend on x. In the semiconductor φ_yy = −qN/ε_s with zero slope at the bottom, and in the dielectric the potential is linear:

φ_far = φ_∞ + (qN/ε_s)(t_s y − y²/2),  0 < y < t_s,

φ_far = V_P + (φ_∞ − V_P)(1 + y/t_d),  −t_d < y < 0.

Displacement continuity requires qN t_s = ε_d(φ_∞ − V_P)/t_d, which gives the same φ_∞ as before. The plateau at the interface is thus exact in this model, although λ0 is approximate. At y = t_s the potential lies qN t_s²/(2ε_s) above its interface value.

The excess w = φ − φ_far contains no charge term and obeys Laplace's equation in both materials. Try w = Y(y) exp(−kx) with k > 0. Then Y'' = −k²Y, where the prime on Y means d/dy. The excess vanishes at the plate and has zero slope at the bottom, so

Y = A sin[k(y + t_d)] in the dielectric,

Y = B cos[k(t_s − y)] in the semiconductor.

Continuity of potential and of normal displacement at y = 0 requires

A sin(k t_d) = B cos(k t_s),

ε_d A k cos(k t_d) = ε_s B k sin(k t_s).

The sign in the second line is positive because the derivative of cos[k(t_s − y)] with respect to y is +k sin[k(t_s − y)]. Dividing the second line by the first gives ε_d cot(k t_d) = ε_s tan(k t_s), or

tan(k t_s) tan(k t_d) = ε_d/ε_s.

As k grows from zero until the larger of k t_s and k t_d reaches π/2, the left side rises steadily from zero to infinity. There is one root in this interval, and it is the smallest. Its inverse, λ = 1/k, is the longest decay length. The other modes have larger k and die out sooner.

Now take the thin-layer limit, in which k t_s and k t_d are small. With tan z = z + z³/3 + …, the condition becomes

k² t_s t_d [1 + k²(t_s² + t_d²)/3 + …] = ε_d/ε_s.

At leading order k² = ε_d/(ε_s t_s t_d), and therefore λ = λ0, the result of the first derivation. To go one order further, multiply by ε_s/(ε_d k²):

λ² = λ0² [1 + k²(t_s² + t_d²)/3 + …].

Replacing k²λ0² by one in the small term gives λ² ≈ λ0² + (t_s² + t_d²)/3, again in agreement with the flux balance.

The error of λ0 has a definite sign. Since tan z > z for 0 < z < π/2, the mode condition implies k² t_s t_d < ε_d/ε_s. Hence λ > λ0: the simple formula underestimates the decay length of this model.

**When the layers count as thin**

The expansion needs λ0² ≫ t_s² and λ0² ≫ t_d². Written out, these are

ε_s t_d ≫ ε_d t_s and ε_s t_s ≫ ε_d t_d.

Multiplying them gives (ε_s/ε_d)² ≫ 1. Small thicknesses alone are therefore not enough: halving both halves λ0 as well and leaves the ratios unchanged. The semiconductor must have a much larger permittivity than the dielectric, and the thicknesses must not differ too much. The relative correction to the squared length shows the same:

(λ1² − λ0²)/λ0² = (ε_d/3ε_s)(t_s/t_d + t_d/t_s).

For given permittivities it is smallest at t_s = t_d, where it equals 2ε_d/(3ε_s).

Three cases show what happens outside this regime. If t_d tends to zero at fixed t_s, tan(k t_d) vanishes, so tan(k t_s) must diverge and k t_s → π/2:

λ → 2t_s/π.

The simple formula would instead let λ0 go to zero. Even a plate lying practically on the semiconductor cannot screen its deeper parts over an arbitrarily short distance. By the same argument, if t_s tends to zero at fixed t_d,

λ → 2t_d/π.

Here the excess spreads laterally through the dielectric itself, a path omitted from λ0. Finally, for ε_s = ε_d the condition tan(k t_s) tan(k t_d) = 1 is equivalent to cos[k(t_s + t_d)] = 0, and

λ = 2(t_s + t_d)/π.

The two materials then act as one slab, and only their total thickness matters.

The corrected length λ1 covers much of this range. For vanishing t_d it gives t_s/√3 = 0.577 t_s against the true 0.637 t_s, which is 9.3 % too short. A numerical scan over ε_d/ε_s from 0.01 to 1 and thickness ratios from 10⁻³ to 10³ found a largest error of 9.26 % relative to λ. The scan does not extend to ε_d > ε_s, where λ1 can be worse. For equal thicknesses t and ε_d/ε_s → ∞, the mode condition gives λ → 2t/π = 0.637t, while λ1 → √(2/3) t = 0.816t, which is 28 % too long.

**A worked example**

Take round model parameters: relative permittivities 10 and 4, t_s = 0.5 µm, t_d = 0.4 µm, N = 2 × 10¹⁶ cm⁻³, V_P = 0 and φ_0 = 100 V. The simple length follows from

λ0² = 10 × 0.5 × 0.4/4 = 0.500 µm²,  λ0 = 0.707 µm.

The correction is (0.25 + 0.16)/3 = 0.137 µm², so λ1² = 0.637 µm² and λ1 = 0.798 µm. The mode condition gives λ = 0.795 µm. Relative to this value λ0 is 11 % too short and λ1 is 0.3 % too long. A two-dimensional numerical solution of Poisson's equation, which does not use the mode condition, also gives a decay length of 0.795 µm.

With relative permittivities, the charge enters through qN/ε₀ = 361.9 V/µm², where ε₀ is the vacuum permittivity. The plateau and the vertical rise through the layer are

φ_∞ = 361.9 × 0.5 × 0.4/4 = 18.1 V,

qN t_s²/(2ε_s) = 361.9 × 0.25/(2 × 10) = 4.5 V.

Far under the plate the highest potential in the layer is thus 22.6 V. This is well below the 100 V at the edge, so electrons in the layer would be drawn toward the drain. Full depletion also requires that the gate block their supply from the source, which is assumed here.

The excess at the edge is 100 − 18.1 = 81.9 V, and the thin-layer estimate of the edge field is

81.9 V/0.707 µm = 116 V/µm = 1.16 MV/cm.

A field of this size over such a distance would cause avalanche breakdown in silicon, so the example can apply only to a wide-gap semiconductor such as silicon carbide.

The numerical solution needs a complete potential profile at x = 0. It was taken as uniform through the semiconductor and linear through the dielectric. The lateral field at the edge, averaged over the semiconductor, is then 96 V/µm, or 17 % below the estimate. This field depends on the assumed profile, and so does the sign of its deviation from the estimate. It is also a layer average, not a local field. The assumed profile has a vertical displacement in the dielectric but none in the semiconductor, and this mismatch makes the lateral field at the interface grow logarithmically, without bound, as x approaches 0; it passes the thin-layer estimate of the edge field at about x = 0.1 µm. For this profile the model therefore gives no finite local field at the edge. Nor can a one-dimensional equation supply the peak field at a sharp metal corner.

The interface potential shows a second effect of the edge profile. At x = 1, 2 and 3 µm the numerical values are 37.70, 23.66 and 19.68 V. Subtracting the plateau of 18.095 V leaves 19.61, 5.57 and 1.59 V. An exponential with the exact λ that starts from the full 81.9 V would leave 23.29, 6.62 and 1.88 V. Within the rounding of these values, the ratio is 0.84 at all three points. The decay rate is therefore right, but for this edge profile the slowest mode carries only about 84 % of the initial interface excess. The rest belongs to faster modes, the longest-lived of which has a decay length of 0.177 µm and is negligible at these distances.

This also explains why the simple exponential looks good at 1 µm, where it gives 38.01 V. It starts with too large an amplitude and decays too quickly, and near this point the two errors nearly cancel. At 3 µm they no longer do: its excess is 19.27 − 18.095 = 1.18 V, about 26 % below the numerical 1.59 V.

For the plate length, a useful measure is the distance over which the slowest mode falls to one percent of its own initial value. Since ln 100 = 4.605, this is 3.66 µm with the exact λ, compared with 3.26 µm from λ0. Sizing the plate with the simple formula would make it about 0.4 µm too short by this criterion.

Changing the dielectric thickness at fixed t_s shows the limits of the square-root law. At t_d = 0.05 µm, λ0 = 0.250 µm but λ = 0.396 µm, so the formula is 37 % too short. At t_d = 1.6 µm the values are 1.41 and 1.72 µm, a shortfall of 18 %. Thinning the dielectric lowers λ toward 2t_s/π = 0.318 µm and no further.

The exponential profile was also tested where the thin-layer conditions hold, with equal thicknesses and a permittivity ratio of 100. There the numerical interface potential differs from the simple exponential by at most 0.26 % of the total step. The numerical output below lists these results.

**What each derivation assumes**

Both derivations assume fixed charge, linear dielectrics, a long plate and zero vertical field at the bottom. If mobile carriers remain, the charge responds to the potential, and the screening equation acquires a further, generally nonlinear term.

The flux balance assumes slow lateral variation from the outset. It replaces the potential in each material by a simple vertical profile and therefore cannot describe the region close to the edge, where several modes are present. In return, it shows how other elements enter. A fixed interface sheet charge σ changes the displacement condition to ε_s φ_y(x, 0⁺) = ε_d φ_y(x, 0⁻) − σ. This adds σ t_d/ε_d to φ_∞ and leaves λ0 unchanged. A conducting plane at potential V_B, below a further insulator of thickness t_b and permittivity ε_b, gives ε_s φ_y(x, t_s) ≈ −(ε_b/t_b)(φ_s − V_B) if the potential drop through the semiconductor is neglected. The two capacitances then add:

1/λ0² = (ε_d/t_d + ε_b/t_b)/(ε_s t_s).

In this estimate a back plane shortens the decay, because flux can leave the layer on both sides. The estimate requires the further insulator to be thin compared with the decay length, but not so thin that the drop through the semiconductor matters: ε_b/t_b must remain small compared with ε_s/t_s. A thick insulator also carries flux sideways, which the formula omits, and the decay can then be longer than in the model with zero vertical field at the bottom of the layer.

The mode calculation assumes uniform layers under the plate, so that the variables separate, but it does not require slow variation. It gives the decay length for any thicknesses and permittivities in the model, and it shows why the edge amplitude is a separate question: k depends on the layers, whereas the weight of each mode depends on the potential profile at x = 0. The thin-layer assumption enters this route at the end, when the tangents are expanded. The flux balance makes the same assumption at the beginning, when it chooses the vertical profiles. That is why the two routes agree both on λ0 and on its first correction.

Calculated quantities

```
relative permittivity, semiconductor: 10.0
relative permittivity, dielectric: 4.0
semiconductor thickness: 0.50 um
dielectric thickness: 0.40 um
donor density: 2.0e+16 cm^-3
charge density / vacuum permittivity: 361.90 V/um^2
plate potential: 0 V; edge potential: 100.0 V
thin-layer length squared: 0.5000 um^2
thin-layer length lam0: 0.7071 um
correction to length squared: 0.1367 um^2
corrected length lam1: 0.7979 um
exact two-layer length lam: 0.7953 um
decay length from 2D Poisson: 0.7954 um
second-mode decay length: 0.1771 um
error of lam0: -11.09 %
error of lam1: 0.33 %
interface plateau, formula: 18.095 V
interface plateau, 2D: 18.096 V
bottom minus interface, formula: 4.524 V
bottom minus interface, 2D: 4.524 V
edge excess over plateau: 81.905 V
edge field, thin-layer estimate: 115.8 V/um
same edge field: 1.158 MV/cm
layer-mean edge field, 2D: 96.3 V/um
1 % decay distance with lam0: 3.256 um
1 % decay distance with lam: 3.663 um
interface potential in V: x (um), 2D, exponential with lam0, with lam
  0.5  55.29  58.48  61.77
  1.0  37.70  38.01  41.39
  2.0  23.66  22.94  24.72
  3.0  19.68  19.27  19.98
scan at fixed t_s, all in um: t_d, lam0, lam1, lam
  0.05  0.2500  0.3830  0.3958
  0.10  0.3536  0.4601  0.4663
  0.20  0.5000  0.5888  0.5896
  0.40  0.7071  0.7979  0.7953
  0.80  1.0000  1.1387  1.1361
  1.60  1.4142  1.7137  1.7219
limit of lam for vanishing t_d: 0.3183 um
lam for equal permittivities, eigenproblem: 0.5730 um
lam for equal permittivities, formula: 0.5730 um
profile deviation at permittivity ratio 100: 0.263 % of the step
largest error of lam1 in scan, eps_d <= eps_s: 9.26 %
```
